# Fifth-power law for the equilibrium sublimation pressure of ammonium hexafluorosilicate, part 2

Solid ammonium hexafluorosilicate sublimes into five gas molecules per formula unit:

$$
(\mathrm{NH_4})_2\mathrm{SiF_6(s)}\;\rightleftharpoons\;\mathrm{SiF_4(g)}+2\,\mathrm{NH_3(g)}+2\,\mathrm{HF(g)} .
$$

The question is how the equilibrium pressure depends on temperature and what its slope says about the reaction enthalpy. The gases are treated as ideal and the solid as pure. Sublimation is congruent when the material entering the gas has the same overall composition as the solid.

The partial pressures of SiF$_4$, NH$_3$ and HF are $p_{\rm S}$, $p_{\rm N}$ and $p_{\rm F}$, with coefficients $\nu_i=1,2,2$. $P$ is their total at equilibrium, $p^\circ=1$ bar, $T$ is the temperature, $V$ the gas volume and $R$ the gas constant. Of $n_0$ moles of solid present at first, $\xi$ have been consumed. The standard reaction Gibbs energy, enthalpy and entropy, per mole of solid, obey $\Delta G^\circ=\Delta H^\circ-T\Delta S^\circ$.

The law of mass action is

$$
K_p\equiv\left(\frac{p_{\rm S}}{p^\circ}\right)\left(\frac{p_{\rm N}}{p^\circ}\right)^2\left(\frac{p_{\rm F}}{p^\circ}\right)^2=e^{-\Delta G^\circ/RT} .
$$

With $\beta=1/T$, its temperature dependence is $d\ln K_p/d\beta=-\Delta H^\circ/R$.

If all the gas has come from the solid in a closed vessel, then

$$
p_{\rm S}=\frac P5,\qquad p_{\rm N}=\frac{2P}5,\qquad p_{\rm F}=\frac{2P}5 ,
$$

$$
\ln\frac P{p^\circ}=-\frac{\Delta G^\circ}{5RT}+\frac15\ln\frac{3125}{16} ,
$$

$$
\boxed{\;\frac{d\ln P}{d(1/T)}=-\frac{\Delta H^\circ(T)}{5R}\;}
$$

Solid is left over at equilibrium if

$$
n_0>\frac{PV}{5RT} .
$$

With less solid, all of it vaporizes and the pressure stays below $P$.

The example uses the rough values $\Delta H^\circ=430$ kJ/mol and $\Delta S^\circ=740$ J/(mol K). At 400 K they give $P=90.9$ Pa $=0.68$ Torr, of which SiF$_4$ contributes 0.136 Torr, and NH$_3$ and HF 0.273 Torr each. The slope is $-10343$ K. At 300 K the equilibrium pressure is $1.2\times10^{-4}$ Torr.

## Other gas compositions, and a film on a wafer

The symbols carried over are as follows. The partial pressures of SiF$_4$, NH$_3$ and HF are $p_{\rm S}$, $p_{\rm N}$ and $p_{\rm F}$, with coefficients $\nu_i=1,2,2$; $P$ is the total pressure of these gases over remaining solid, and $p^\circ=1$ bar. Per mole of solid, the reaction enthalpy and entropy are $\Delta H^\circ$ and $\Delta S^\circ$, with model values 430 kJ/mol and 740 J/(mol K). The results needed are

$$
K_p(p^\circ)^5=p_{\rm S}\,p_{\rm N}^2\,p_{\rm F}^2,\qquad
\frac{d\ln K_p}{d(1/T)}=-\frac{\Delta H^\circ}{R},
$$

which hold for any gas composition in equilibrium with the solid, and

$$
K_p=\frac{16}{3125}\left(\frac P{p^\circ}\right)^5,\qquad
\frac{d\ln P}{d(1/T)}=-\frac{\Delta H^\circ}{5R},
$$

which hold when all the gas has come from the solid in a closed vessel. At 400 K the model gives $P=0.68$ Torr.

The dimensional argument for the fifth power rests on there being a single pressure in the problem. An excess of one product brings in a second pressure, and the power changes. Suppose that ammonia is supplied so that its pressure exceeds the stoichiometric amount by a fixed value $b$. With $x=p_{\rm S}$, the solid contributes $2x$ of ammonia and $2x$ of HF, and

$$
K_p(p^\circ)^5=x\,(2x+b)^2\,(2x)^2 .
$$

Take logarithms and differentiate at constant $b$. The factor $x$ gives $d\ln x$. The factor $(2x)^2$ gives $2\,d\ln x$. The middle factor gives

$$
2\,\frac{2\,dx}{2x+b}=\frac{4x}{2x+b}\,d\ln x .
$$

Adding the three terms and using the temperature dependence of $K_p$,

$$
\frac{d\ln x}{d(1/T)}=-\frac{\Delta H^\circ}{R\left[3+\dfrac{4x}{2x+b}\right]} .
$$

For $b=0$ the bracket is $3+2=5$, as before. For $b\gg x$ it tends to 3. The ammonia pressure is then practically constant, and only the three remaining gas molecules respond to temperature. An excess of HF has the same effect, because HF and NH$_3$ have equal coefficients. With an excess $b$ of SiF$_4$, let $y$ be the part of its pressure that comes from the solid. The product is $(y+b)(2y)^4$, the bracket becomes $4+y/(y+b)$, and it tends to 4.

With 1 Torr of excess ammonia at 400 K, the SiF$_4$ pressure falls from 0.136 to 0.054 Torr, and the bracket is

$$
3+\frac{4\times0.0536}{2\times0.0536+1}=3.19 .
$$

If the factor five were used here, the slope of $\ln p_{\rm S}$ would suggest an enthalpy of $430\times5/3.194=673$ kJ/mol. A gauge that reads the total pressure $5x+b$ would mislead in the other direction. Since $d\ln(5x+b)=[5x/(5x+b)]\,d\ln x$, the slope is reduced by the factor $0.268/1.268=0.211$, and the apparent enthalpy is about 142 kJ/mol. The slope of the total pressure may thus be multiplied by $5R$ only if the background is negligible, or has been subtracted and is not one of the products. If the background is a known excess $b$ of ammonia, $x$ follows from the gauge reading $5x+b$, and the slope of $\ln[x(2x+b)^2(2x)^2]$ gives $-\Delta H^\circ/R$ directly.

An ideal inert gas is a simpler case. Its contribution to the Helmholtz energy at fixed temperature and volume does not depend on how much salt has sublimed, so the equilibrium pressure of the products is unaffected. The fifth-power law holds for that pressure, though not for the reading of a gauge that includes the inert gas.

The composition also changes when the vapour escapes through a small orifice, as in an effusion cell. To find the escape rate, consider the velocity component $v$ along the outward normal. For a gas of molar mass $M$ it has the Maxwell distribution, and the average of $v$ over all molecules, with those moving inward counted as zero, is

$$
\sqrt{\frac{M}{2\pi RT}}\int_0^\infty v\,e^{-Mv^2/2RT}\,dv
=\sqrt{\frac{M}{2\pi RT}}\;\frac{RT}{M}=\sqrt{\frac{RT}{2\pi M}} .
$$

Multiplying by the molar concentration $p/RT$ gives the flux in moles per area and time,

$$
J_i=\frac{p_i}{\sqrt{2\pi M_iRT}} .
$$

This holds if the orifice is small compared with the mean free path, which for the model pressures is only about 0.1 mm at 400 K and one to two millimetres at 360 K. Light molecules escape more readily at equal pressure. In a steady state the solid loses material congruently, so the fluxes must stand in the ratio $1:2:2$. The pressures inside the cell adjust until

$$
p_i=a\,\nu_i\sqrt{M_i} ,
$$

with a common factor $a$. If the orifice is small enough, the gas inside remains in equilibrium with the solid, and the law of mass action fixes $a$:

$$
K_p(p^\circ)^5=16\,a^5\,M_{\rm S}^{1/2}M_{\rm N}M_{\rm F} .
$$

The total pressure in the cell is $P_{\rm eff}=a(\sqrt{M_{\rm S}}+2\sqrt{M_{\rm N}}+2\sqrt{M_{\rm F}})$. In the closed vessel it is $P=5[K_p(p^\circ)^5/16]^{1/5}$. On division $K_p$ drops out:

$$
\frac{P_{\rm eff}}P=\frac{\sqrt{M_{\rm S}}+2\sqrt{M_{\rm N}}+2\sqrt{M_{\rm F}}}{5\,\left(M_{\rm S}^{1/2}M_{\rm N}M_{\rm F}\right)^{1/5}} .
$$

This is the arithmetic mean of five numbers divided by their geometric mean, so it cannot be less than one. Its value for the three gases is 1.073. The total pressure in the cell is 7 % higher than in a closed vessel at the same temperature, and since the ratio does not depend on temperature, the slope is still $-\Delta H^\circ/5R$.

If the escape rate itself is plotted, a small correction enters. Each $J_i$ is proportional to $P_{\rm eff}/\sqrt T$, and $d(-\tfrac12\ln T)/d(1/T)=T/2$. Therefore

$$
\frac{d\ln J_i}{d(1/T)}=-\frac{\Delta H^\circ}{5R}+\frac T2 .
$$

At 400 K the slope is $-10343+200=-10143$ K. Neglecting the second term would make the enthalpy too small by $5RT/2=8.3$ kJ/mol, about 2 % of its value.

Congruence was assumed so far, and it can fail if ammonia and HF recombine to a separate solid. Ammonium fluoride would form if $p_{\rm N}p_{\rm F}$ exceeded its own equilibrium value. With rough sublimation parameters of 145 kJ/mol and 290 J/(mol K), the Gibbs energy at 400 K is $145-116=29$ kJ/mol and the equilibrium constant is $e^{-8.72}=1.6\times10^{-4}$. The pressures of 0.273 Torr are $3.64\times10^{-4}$ bar, and their product is $1.3\times10^{-7}$ bar$^2$. The saturation ratio is thus $8\times10^{-4}$, and ammonium fluoride does not form. For NH$_4$HF$_2$, with 210 kJ/mol and 425 J/(mol K), the ratio is $8\times10^{-6}$. Both ratios were also below one at 300, 360, 380 and 420 K. Another possible solid, SiF$_4$(NH$_3$)$_2$, is not examined here. It could form at 400 K if the standard Gibbs energy of its dissociation into SiF$_4$ and two NH$_3$ exceeded about 81 kJ/mol, and the closed-vessel formula would then no longer apply. These statements concern the gas in equilibrium with the salt at one temperature. They do not say which solid appears first when hot vapour meets a cold wall.

The departures from the ideal gas model estimated here are small at these pressures. For pairing of HF molecules, a rough enthalpy of $-20$ kJ/mol and entropy of $-90$ J/(mol K) put a fraction $6\times10^{-6}$ of the HF into dimers at 400 K. For a second virial coefficient $B$ of rough size 500 cm$^3$/mol, the relative correction $|B|P/RT$ to the gas law is $1.4\times10^{-5}$. Pairing of HF with NH$_3$ is stronger: an enthalpy of about $-40$ kJ/mol and an entropy of about $-110$ J/(mol K) put a fraction of order $10^{-4}$ of the HF into such pairs.

The thermochemical input matters far more. From $\ln P=-\Delta H^\circ/5RT+\Delta S^\circ/5R+\text{const}$, an enthalpy lower by 5 kJ/mol multiplies the pressure at 400 K by

$$
\exp\!\left(\frac{5000}{5\times8.3145\times400}\right)=1.35 ,
$$

and an entropy higher by 10 J/(mol K) multiplies it by 1.27. Errors of this size are plausible for the rough parameters used here, so the pressure of 0.68 Torr is uncertain: both errors acting together could place it anywhere between about 0.4 and 1.2 Torr. A wafer temperature higher by 1 K raises the pressure by 6.7 %. The same exponential covers a salt film that is less stable than the crystal: if disorder raises its Gibbs energy by 5 kJ/mol, its equilibrium pressure is 1.35 times that of the crystal. The division by five softens every such error, because the free energy is shared among five gas molecules.

In dry removal of silicon oxide, a fluorinating step converts the oxide to this salt, and a heating step drives the salt off. Take as an example a salt layer of 10 nm at 400 K (127 °C) in a chamber of 10 litres. The assumption that fails there is that solid remains at equilibrium. With a density of about 2.0 g/cm$^3$, a 10 nm layer holds 11.2 nmol/cm$^2$, or 7.9 µmol on one face of a wafer 300 mm wide. To fill a closed chamber of 10 litres at a uniform 400 K to the equilibrium pressure would take

$$
\xi=\frac{p_{\rm S}V}{RT}=\frac{18.2\ \text{Pa}\times0.010\ \text{m}^3}{8.3145\times400\ \text{J/mol}}=54.7\ \text{µmol} .
$$

The layer supplies about one seventh of that. It would vanish completely, and the pressure would stop at $0.68\times7.94/54.65=0.10$ Torr. Pumping lowers it further.

In this setting the equilibrium pressure is a measure of the tendency to sublime and not a prediction of the chamber pressure. A plot of chamber pressure against $1/T$, taken after the layer has gone, would contain no information on the reaction enthalpy. To measure the slope one needs enough salt to satisfy $n_0>PV/5RT$ at the highest temperature used, and enough time for equilibrium.

The equilibrium pressure also sets a scale for the speed. Suppose that the salt emits gas into vacuum at the rate at which gas would leave an effusion cell through an opening of the same area. The SiF$_4$ flux then removes the 10 nm layer in 0.14 ms at 400 K. This is an ideal lower bound: it assumes that every molecule striking the surface at equilibrium would be taken up, and that emission is not slowed when the incoming gas is absent. A surface reaction with a barrier, recapture inside narrow structures, or a carrier gas through which the products must diffuse will lengthen the time, possibly by orders of magnitude. The thermodynamic slope does not determine the temperature dependence of a rate limited in one of these ways.

The heat drawn from the wafer is not a limitation for such a thin layer. The reaction absorbs $11.23\times10^{-9}\times430\times10^3=4.8\times10^{-3}$ J/cm$^2$. A silicon wafer 0.775 mm thick, with a heat capacity of roughly 1.7 J/(cm$^3$ K), stores 0.13 J/cm$^2$ per kelvin. Once the heat has spread through the thickness, which takes about 10 ms, the wafer has cooled by 0.037 K, which changes the equilibrium pressure by about a quarter of one per cent. At the ideal rate, with removal in 0.14 ms, only the top tenth of a millimetre or so supplies the heat; the surface of bare silicon then cools briefly by about 0.35 K, and the equilibrium pressure falls by about 2 %.

The cool parts of the chamber deserve more attention. At 300 K the equilibrium pressure is $1.2\times10^{-4}$ Torr. Product gas of the congruent composition at 0.10 Torr, the value found above for the closed chamber at a uniform 400 K, exceeds this by a factor of about 800; with the same amount of gas at 300 K the factor is about 600. Thermodynamics then permits the salt to form again on a wall at 300 K. With the rough parameters above, NH$_4$F and NH$_4$HF$_2$ are supersaturated there as well: at 0.10 Torr their pressure products exceed their equilibrium constants by factors of about 35. The same measure for the salt is $800^5\approx3\times10^{14}$; expressed as pressure ratios, the three supersaturations are about 800, 6 and 3. Whether a solid forms within the process time depends on the rate of recombination, which the equilibrium model does not contain. To exclude redeposition of the salt on thermodynamic grounds, the wall must be warm enough for $K_p(p^\circ)^5$ at its temperature to exceed $p_{\rm S}\,p_{\rm N}^2\,p_{\rm F}^2$ of the gas. For congruent gas this means that its equilibrium pressure exceeds the pressure of the product gas; an added excess of NH$_3$ or HF requires a warmer wall. For 0.10 Torr of products in the ratio $1:2:2$, the model pressures of 0.039 Torr at 360 K and 0.175 Torr at 380 K place that wall temperature between these two values. The numerical output lists the pressures and the sizes of several neglected effects.

## Calculated quantities

```
reaction enthalpy: 430 kJ/mol
reaction entropy: 740 J/(mol K)
example temperature: 400 K
Gibbs energy at 400 K: 134.0 kJ/mol
ln Kp at 400 K: -40.291
Kp at 400 K (p0 = 1 bar): 3.175e-18
total pressure at 400 K: 0.6817 Torr = 90.89 Pa
partial pressure SiF4: 0.1363 Torr
partial pressure NH3: 0.2727 Torr
partial pressure HF: 0.2727 Torr
T 300 K: P 1.231e-04 Torr, ln(P/Torr) -9.003
T 360 K: P 3.853e-02 Torr, ln(P/Torr) -3.256
T 380 K: P 1.748e-01 Torr, ln(P/Torr) -1.744
T 400 K: P 6.817e-01 Torr, ln(P/Torr) -0.383
T 420 K: P 2.335e+00 Torr, ln(P/Torr) 0.848
slope of ln P against 1/T: -10343.4 K
enthalpy per mole of gas: 86.00 kJ/mol
five times that: 430.00 kJ/mol
temperature for P = 1 Torr: 406.0 K
--- neglected effects and sensitivities at 400 K ---
P factor for 5 kJ/mol less enthalpy: 1.351
P factor for 10 J/(mol K) more entropy: 1.272
P factor for 1 K more: 1.067
heat-capacity change assumed: -30 J/(mol K)
enthalpy from 360-420 K line fit then: 430.34 kJ/mol
SiF4 with 1 Torr excess NH3: 0.0536 Torr
slope divisor with 1 Torr excess NH3: 3.194
slope divisor, very large excess NH3: 3.000
effusion / closed-vessel total pressure: 1.0730
NH4F enthalpy, entropy: 145 kJ/mol, 290 J/(mol K)
NH4HF2 enthalpy, entropy: 210 kJ/mol, 425 J/(mol K)
NH4F saturation ratio: 8.1e-04
NH4HF2 saturation ratio: 8.0e-06
HF fraction in dimers: 5.9e-06
HF fraction in hexamers: 6.8e-23
gas imperfection |B|P/RT: 1.4e-05
layer: 10 nm, density 2.0 g/cm3
salt per area: 11.23 nmol/cm2
ideal lower bound on removal time: 0.144 ms
wafer: 300 mm wide, 0.775 mm thick
wafer cooling by the reaction: 0.037 K
chamber volume: 10 L
salt on wafer: 7.94 umol
salt needed to saturate chamber: 54.65 umol
```
